# Why Low-Frequency Whistler Energy Stays Within 19.5 Degrees of the Field, part 2

How far from a static field \(\mathbf B_0=B_0\hat{\mathbf z}\) can a whistler's energy travel? The wave vector \(\mathbf k\) (length \(k\), component \(k_z=k\cos\theta\)) and the energy flow, or ray, make angles \(\theta\) and \(\psi\) with the field, and \(t=\tan\theta\). Formulas are in SI units.

The simple model is a uniform, unbounded, cold plasma with fixed ions, electron density \(n\) and charge \(-e\). Electron inertia, collisions and displacement current are neglected. Wave quantities vary as \(\exp[i(\mathbf k\cdot\mathbf r-\omega\tau)]\), where \(\tau\) is time. The electron velocity \(\mathbf v\) and wave fields \(\mathbf E\), \(\mathbf b\) obey force balance, Ampère's law and Faraday's law:

\[
\mathbf E=-\mathbf v\times\mathbf B_0,\qquad
\mathbf v=-\frac{i}{\mu_0ne}\,\mathbf k\times\mathbf b,\qquad
\omega\mathbf b=\mathbf k\times\mathbf E .
\]

With \(\mathbf k\cdot\mathbf b=0\), these give

\[
\omega\mathbf b=iCk_z\,\mathbf k\times\mathbf b,
\qquad C=\frac{B_0}{\mu_0ne},
\qquad \omega=Ck^2\cos\theta,
\]

and a circular field with \(i\hat{\mathbf k}\times\mathbf b=\mathbf b\).

The first derivation followed a packet, with group velocity \(\mathbf v_g=\nabla_{\mathbf k}\omega\), which the energy flux confirmed. It gave

\[
\tan\psi=\frac{t}{2+t^2},
\]

with maximum \(\psi=\arcsin\frac13=19.47^\circ\) at \(\theta=54.74^\circ\). Two wave normals sharing a ray satisfy \(t_1t_2=2\). A packet with spectral standard deviation \(0.05k_0\) about wavenumber \(k_0\) moved at \(19.37^\circ\) at the maximum.

The second derivation follows steady waves from an antenna at fixed \(\omega\), whose wave vectors end on a curve \(k(\theta)\). At distance \(r\), the phase \(\Phi(\theta)=rk(\theta)\cos(\theta-\psi)\) is stationary when

\[
\tan(\theta-\psi)=\frac{k'}{k},
\]

where a prime means differentiation by \(\theta\). The ray is the curve's normal toward higher frequency.

The example is an argon helicon reactor at 13.56 MHz, 20 mT and \(n=2.0\times10^{12}\ \mathrm{cm^{-3}}\), 40 cm wide, with the wafer 30 cm from the antenna along the field. At \(54.74^\circ\) the simple law gives a wavelength of 11.53 cm and a greatest sideways shift of 10.6 cm, hence a margin of about 11 cm beyond each antenna edge.

### The same bound from geometry

At fixed frequency the simple law gives \(k\propto(\cos\theta)^{-1/2}\). Taking a logarithm removes the constant:

\[
\ln k=\text{constant}-\tfrac12\ln\cos\theta,
\qquad
\frac{k'}{k}=\tfrac12\tan\theta=\frac t2 .
\]

Thus \(\tan(\theta-\psi)=t/2\). We write \(\psi=\theta-(\theta-\psi)\) and use the tangent of a difference:

\[
\tan\psi=\frac{t-t/2}{1+t(t/2)}=\frac{t}{2+t^2}.
\]

This is the earlier result, obtained without a group speed and without the value of \(C\). The maximum now follows from the turning of the normal:

\[
\frac{d\psi}{d\theta}
=1-\frac{\tfrac12(1+t^2)}{1+t^2/4}
=\frac{2-t^2}{4+t^2}.
\]

The ray angle rises until \(t=\sqrt2\) and falls afterwards. At the turning point \(\tan\psi=\sqrt2/4\), which is again \(\sin\psi=1/3\).

At this point the constant-frequency curve has an inflection: its normal stops turning one way and begins to turn the other way. Inside the limiting angle there are two stationary waves, the pair with \(t_1t_2=2\). At the limit they merge, and the second derivative of the phase is zero as well as the first. Beyond it no real stationary wave exists. The ordinary far-field estimate, which assumes a nonzero second derivative, therefore fails at the edge. The limiting angle is a boundary for rays, while the wave field itself passes smoothly across it.

### Adding electron inertia

At fixed frequency the simple law makes \(k\) grow without limit as \(\theta\) approaches \(90^\circ\). To see when this fails, we restore the electron mass \(m\) and also allow collisions at a rate \(\nu\):

\[
m\frac{\partial\mathbf v}{\partial\tau}
=-e(\mathbf E+\mathbf v\times\mathbf B_0)-m\nu\mathbf v .
\]

The time derivative is \(-i\omega\mathbf v\), so solving for the electric field gives

\[
\mathbf E=-\mathbf v\times\mathbf B_0
+\frac{im}{e}(\omega+i\nu)\mathbf v .
\]

The new term contributes \((im/e)(\omega+i\nu)\mathbf k\times\mathbf v\) to Faraday's law \(\omega\mathbf b=\mathbf k\times\mathbf E\). From Ampère's law,

\[
\mathbf k\times\mathbf v
=-\frac{i}{\mu_0ne}\mathbf k\times(\mathbf k\times\mathbf b)
=\frac{ik^2}{\mu_0ne}\mathbf b .
\]

The two factors of \(i\) give a minus sign, and the contribution is \(-(\omega+i\nu)k^2d^2\mathbf b\), where \(d^2=m/(\mu_0ne^2)\) defines the electron skin depth \(d\). Moving it to the left of Faraday's law leaves \(iCk_z\,\mathbf k\times\mathbf b\) on the right, as before. For the circular field \(i\mathbf k\times\mathbf b=k\mathbf b\), so the right side is \(Ckk_z\mathbf b\), and

\[
\omega(1+k^2d^2)+i\nu k^2d^2=Ck^2\cos\theta .
\]

With the electron cyclotron frequency \(\Omega=eB_0/m\), we have \(C=\Omega d^2\). Without collisions,

\[
\omega=\frac{\Omega k^2d^2\cos\theta}{1+k^2d^2}.
\]

Let \(w=\omega/\Omega\). Solving for the wavenumber gives

\[
k^2d^2=\frac{w}{\cos\theta-w},
\qquad
\tan(\theta-\psi)=\frac{k'}{k}
=\frac{\sin\theta}{2(\cos\theta-w)} .
\]

The simple result returns when \(w\ll\cos\theta\). Low frequency compared with \(\Omega\) is therefore not sufficient near \(90^\circ\).

For small \(w\), the change in the maximum can be found at the old best angle, because \(\psi\) is stationary there. Differentiating \(\psi=\theta-\arctan(k'/k)\) by \(w\) at \(w=0\) gives

\[
\frac{\partial\psi}{\partial w}
=-\frac{\sin\theta/(2\cos^2\theta)}{1+t^2/4}
=-\frac{\tfrac32\sqrt{2/3}}{3/2}
=-\sqrt{\frac23}.
\]

In the reactor \(\Omega/2\pi=559.8\) MHz and \(w=0.0242\). The maximum falls by \(0.8165\times0.0242=0.0198\) radian, or \(1.13^\circ\), to \(18.34^\circ\). A cold-plasma calculation that includes argon ions and displacement current gives \(18.35^\circ\), at a wave normal of \(53.05^\circ\).

Closer to \(90^\circ\), inertia changes the side to which energy flows. Setting \(\psi=0\) requires \(\sin\theta/\cos\theta=\sin\theta/[2(\cos\theta-w)]\), so \(\cos\theta=2w\) for an oblique wave. This is possible only for \(w<1/2\); above that, every oblique ray is on the far side of the field. At still larger \(\theta\) the ray lies on the opposite side of \(\mathbf B_0\) from \(\mathbf k\). The wavenumber becomes infinite at the resonance angle \(\theta_{\rm res}\), where \(\cos\theta_{\rm res}=w\). There \(\theta-\psi\) tends to \(90^\circ\), and

\[
\psi\to-(90^\circ-\theta_{\rm res})=-\arcsin w .
\]

With inertia, the size of the angle near resonance exceeds \(19.47^\circ\) once \(w>1/3\). The bound belongs to the simple law and does not cover whistlers of every frequency.

For the reactor, the fuller cold model puts the reversal at \(87.25^\circ\), the resonance at \(88.63^\circ\) and the ray just below resonance at \(-1.37^\circ\). In a scan of wave normals from near zero to just below resonance, the size of the ray angle stayed below \(19.47^\circ\). These values omit collisions. With the collision rate estimated below, \(\nu\approx0.33\omega\), the wavenumber stays finite at every angle, and the amplitude falls by a factor \(e\) within about 2.4 cm along \(\mathbf k\) at \(87.25^\circ\) and about 0.3 cm at \(88.6^\circ\). The reactor therefore has no sharp resonance.

The fixed ions can be judged by comparing currents along a perpendicular electric field, for frequencies between the ion and electron cyclotron frequencies. The ion current is proportional to \(e^2/(M\omega)\), where \(M\) is the ion mass, and the electron polarization current to \(m\omega/B_0^2\). They have opposite signs, and their ratio falls as \(1/\omega^2\). They cancel, apart from the small displacement current, at the lower hybrid frequency, here 2.07 MHz. At 13.56 MHz the ratio is about \((2.07/13.56)^2=0.023\). Below the lower hybrid frequency the resonance disappears, the wave exists even at \(\theta=90^\circ\), and ion motion breaks the bound. In this plasma at 0.3 MHz the ray angle already exceeds \(19.47^\circ\) at a wave normal of \(50^\circ\), and it reaches about \(75^\circ\) at \(89.99^\circ\). The bound thus fails at very low frequency as well as at high frequency.

### Losses and the finite chamber

For a wave with real \(\mathbf k\), put \(\omega=\omega_r-i\gamma\) into the dispersion relation with collisions. Its imaginary part gives the amplitude damping rate

\[
\gamma=\nu\frac{k^2d^2}{1+k^2d^2}.
\]

Collisions act through a small part of the electric field that, like the inertial part, is proportional to the electron mass. This explains the factor \(k^2d^2\). Take electrons at 3 eV and argon at 5 mTorr and 300 K. With a rough neutral rate coefficient of \(10^{-7}\ \mathrm{cm^3/s}\), the electron-ion and electron-neutral rates are about \(1.2\times10^7\) and \(1.6\times10^7\ \mathrm{s^{-1}}\). Their sum is about \(0.33\omega\). Since \(k^2d^2=0.0438\) at \(\theta=54.74^\circ\),

\[
\frac{\gamma}{\omega}\approx
0.33\times\frac{0.0438}{1.0438}\approx0.014 .
\]

The amplitude falls by a factor \(e\) over about 300 cm of ray. Over the roughly 32 cm ray to the wafer plane it loses about one tenth. This figure is for the wave normal at \(54.74^\circ\). At the same frequency, normals closer to resonance have a larger \(k^2d^2\), and their waves are damped at a higher rate. The effect of collisions on the ray direction was not evaluated.

Electrons moving at the wave's parallel phase speed can also absorb energy. This speed is \(\zeta=2.58\) times the thermal speed \(v_T=\sqrt{2T/m}\), with the temperature \(T\) in energy units. A kinetic estimate that retains the parallel electric force gives an amplitude length near 8000 cm. It serves here as a size and is not part of either derivation. It also treats the electrons as collisionless, while here \(\nu\approx0.86\,k_zv_T\), so collisions blur the resonance and the figure is only indicative.

That estimate omits the magnetic-mirror force. Its mean size is \((T/B_0)k_z|b_z|\). The polarization relation \(i\mathbf k\times\mathbf b=k\mathbf b\) gives \(\mathbf v=-k\mathbf b/(\mu_0ne)\), so the parallel electric force has size \(e|E_z|=e\omega d^2k|b_z|\). Using the inertial dispersion law to eliminate \(d^2\), their ratio is

\[
\frac{T\cos\theta}{eB_0\omega d^2}
=\frac{1}{2\zeta^2(1+k^2d^2)}=0.072 .
\]

The mirror force is thus a correction to the estimate at this phase speed.

The chamber width is a more serious limit. Only \(40/11.53=3.47\) wavelengths fit across it. If the wavelength is held fixed, a beam of that width has a spread of wave normals of about \(11.53/40=0.288\) radian, or \(16.5^\circ\), on either side of its centre. For a beam centred at \(54.74^\circ\), the simple law then gives rays at \(16.7^\circ\) and \(15.4^\circ\) at the two edges of this spread. At fixed frequency the wavelength changes with the wave normal. If the spread \(2\pi/(40\ \mathrm{cm})\) is taken in the component of \(\mathbf k\) across \(\mathbf B_0\), which is the component the walls limit, the edges lie about \(17^\circ\) below and \(12^\circ\) above the centre, with rays at about \(16.7^\circ\) and \(17.5^\circ\). All these rays are below the maximum, as they must be, but the beam itself has no sharp edge.

The example's field, frequency and density lie in the broad range used for helicon sources. A working discharge usually has gas hotter than 300 K, which at fixed pressure lowers the neutral density and the neutral collision rate. The assumption that such a device breaks most plainly is that of a uniform plasma without walls. Walls select radial patterns, and a density that varies across the chamber bends rays. The spread above moves the ray by about 2 to 4 degrees at its edges. It does not measure the effect of a density gradient or replace a calculation of the chamber's modes. The 11 cm margin is therefore a first choice for the ray region, to be tested by enlarging it in a calculation with the actual density profile.

### What the two derivations assume

Both derivations use a linear wave in a uniform medium, and both take the same dispersion law as input. Neither can repair an error in that law. They differ in the kind of wave they describe and in what they need to know about it.

The first follows a packet in time. It needs a smooth function \(\omega(\mathbf k)\) and a spectrum narrow enough for one group velocity to represent it. The packet must also be small compared with the region in which it travels. In return the method gives the speed of energy as well as its direction. The flux calculation adds a direct link to the electron equations, but its flux and energy density are those of massless electrons, and both would have to be changed when inertia is included.

The second follows a steady wave in space. It needs one frequency, an observation point many wavelengths away, and a phase with a nonzero second derivative. It gives the direction from the relative slope \(k'/k\), so a constant factor in \(k\) has no effect. That is why inertia could be added by changing one slope. The method does not give the speed unless the frequency is also varied.

Their approach to \(90^\circ\) is different too. At fixed \(k\), the first has \(\omega\) tending to zero while the group speed tends to \(Ck\), and ion motion must enter before that limit is reached. At fixed \(\omega\), the second has \(k\) tending to infinity, and inertia must enter before that limit is reached.

In the reactor, neither set of conditions is met comfortably. A packet narrow in wave vector would fill much of the chamber, and the 30 cm path is only 2.6 wavelengths long. The two derivations agree on the ray angle because they describe the same gradient of \(\omega\). Their agreement does not show that rays are accurate in so small a plasma. The numerical output gives the remaining values for this example.

## Numbers as computed

```
Frequency: 13.56 MHz
Magnetic field: 20.0 mT
Electron density: 2.00e+12 cm^-3
Electron temperature: 3.0 eV
Argon pressure: 5.0 mTorr
Gas temperature: 300 K
Bore diameter: 40 cm
Path along field: 30 cm
Dispersion constant C: 4.9668e+04 m^2/s
Electron cyclotron frequency: 559.8 MHz
Frequency ratio w: 0.02422
Electron skin depth d: 0.376 cm
Ray angle at theta=15 deg: 7.37 deg
Ray angle at theta=30 deg: 13.90 deg
Ray angle at theta=45 deg: 18.43 deg
Ray angle at theta=70 deg: 16.05 deg
Ray angle at theta=80 deg: 9.43 deg
Ray angle at theta=89 deg: 1.00 deg
Wave normal at maximum: 54.74 deg
Maximum ray angle: 19.47 deg
Maximum ray angle: 0.3398 rad
Other normal with the 30 deg ray: 73.90 deg
Packet direction at maximum: 19.37 deg
Packet direction, theta=80 deg: 9.36 deg
Wavenumber at maximum, simple law: 0.5451 cm^-1
Wavelength at maximum: 11.53 cm
Group speed at maximum: 3829 km/s
Greatest sideways shift: 10.61 cm
Full cold model, maximum angle: 18.35 deg
Full cold model, its wave normal: 53.05 deg
First-order inertia estimate: 18.34 deg
Ray crosses field at theta: 87.25 deg
Resonance angle: 88.63 deg
Ray angle near resonance: -1.37 deg
Lower hybrid frequency: 2.07 MHz
k^2 d^2 at maximum, full model: 0.0438
Coulomb logarithm: 10.95
Neutral rate coefficient (rough): 1.0e-07 cm^3/s
Electron-ion collision rate: 1.22e+07 s^-1
Electron-neutral collision rate: 1.61e+07 s^-1
Total collision rate / omega: 0.333
Wave damping rate / omega: 0.0139
Collisional amplitude length on ray: 307 cm
Parallel phase speed / thermal speed: 2.58
Landau amplitude length (estimate): 7952 cm
Mirror force / electric force: 0.072
Wavelengths across bore: 3.47
Wave-normal spread from bore: 16.5 deg
Ray angle at lower edge of spread: 16.7 deg
Ray angle at upper edge of spread: 15.4 deg
```
